# Does a finite MP2 or CCSD(T) energy show convergence in a metal?

## Question

I am computing correlation energies of the unpolarized electron gas at \(r_s=2\) bohr, as a model metal, in cubic cells with closed shells. The direct MP2 energy per electron, with Hartree–Fock orbital energies (periodic self-interaction term included) and momentum transfers up to \(2k_F\), is \(-0.0621\) hartree for 114 electrons and \(-0.0627\) hartree for 246. A CCSD(T) calculation on a 14-electron cell also gives an unremarkable finite number.

I have been told that MP2 diverges for metals as \(\ln N\). My energies are finite, and they agree within a millihartree when \(N\) more than doubles. Is that not evidence of convergence? If the divergence is real, why don't I see it?

## Answer

It is not evidence of convergence. A closed-shell cell has a gap, and the gap makes the sum finite whether or not a large-\(N\) limit exists. Your two sizes agree by accident. The \(\ln N\) law also needs a condition: it holds for kinetic orbital energies, whereas Hartree–Fock orbital energies weaken it to \(\ln\ln N\).

I use Hartree atomic units, a cube of side \(L\) with a neutralizing background, and \(\Gamma\)-point orbitals. The letters \(i,j\) label occupied and \(a,b\) empty plane waves.

### Why every finite cell gives a number

The closed-shell MP2 energy is

\[
E=-\sum_{ijab}\frac{v_{ia,jb}\,(2v_{ia,jb}-v_{ib,ja})}{\Delta_i+\Delta_j},\qquad \Delta_i=\varepsilon_a-\varepsilon_i .
\]

Each denominator is at least twice the gap, so in a finite basis this is a finite sum of finite terms. The (T) denominators are at least three times the gap, so (T) is finite too, once the CCSD equations have been solved. Neither fact concerns \(N\to\infty\), where the gap closes.

Take the direct term, the one with \(2v^2\). Write the momentum transfer as \(2\pi\mathbf q/L\) with integer \(\mathbf q\neq0\). Then

\[
v(q)=\frac{1}{L^3}\,\frac{4\pi}{(2\pi q/L)^2}=\frac{1}{\pi L q^2}.
\]

Momentum conservation gives the second electron the transfer \(-\mathbf q\). By inversion symmetry its excitation energies are the same set as for \(+\mathbf q\). Measuring \(\Delta\) in units of \((2\pi/L)^2\), the prefactor is \(-2\cdot\frac{1}{\pi^2L^2}\cdot\frac{L^2}{4\pi^2}=-\frac{1}{2\pi^4}\), and

\[
\frac{E_{\rm dir}}{N}=-\frac{1}{2\pi^4N}\sum_{\mathbf q\ne0}\frac{S(\mathbf q)}{q^4},\qquad S(\mathbf q)=\sum_{ij}\frac{1}{\Delta_i+\Delta_j}. \tag{1}
\]

With kinetic energies, \(L\) has cancelled, so the result does not depend on \(r_s\).

### Kinetic denominators: the logarithm

For large \(N\), let \(R\) be the Fermi radius in lattice units. Two spins per orbital give \(N=8\pi R^3/3\). Measure momenta in \(k_F\), with \(s=q/R\), and energies in \(k_F^2\). Then \(\sum_{\mathbf q}\to R^3\int d^3s\), \(q^{-4}=R^{-4}s^{-4}\) and \(S\to R^{6-2}P(s)\), where \(P\) is the double integral over the two holes. Equation (1) becomes

\[
\frac{E_{\rm dir}}{N}=-\frac{1}{2\pi^4}\frac{3}{8\pi}\int 4\pi s^2ds\,\frac{P}{s^4}=-\int g(s)\,ds,\qquad g=\frac{3}{4\pi^4}\frac{P(s)}{s^2}.
\]

For small \(s\), a hole can be excited if it lies just inside the Fermi surface. If the cosine of its angle with the transfer is \(x>0\), its depth \(a\) runs from 0 to \(sx\). The particle ends at height \(b=sx-a\) above the surface. The volume element is \(2\pi\,dx\,da\), and the kinetic excitation energy is \(a+b=sx\). With \(y\) for the second electron,

\[
P=(2\pi)^2\int_0^1\!\!\int_0^1\frac{(sx)(sy)}{sx+sy}\,dx\,dy=4\pi^2 s\,I .
\]

The inner integral is \(\int_0^1\frac{xy}{x+y}dy=x-x^2\ln\frac{1+x}{x}\). Integration by parts gives \(\int_0^1x^2\ln(1+x)dx=\frac23\ln2-\frac5{18}\), while \(\int_0^1x^2\ln x\,dx=-\frac19\). Hence

\[
I=\tfrac12-\left(\tfrac23\ln2-\tfrac5{18}+\tfrac19\right)=\tfrac23(1-\ln2),
\]

\[
s\,g(s)\to C=\frac{3}{\pi^2}I=\frac{2}{\pi^2}(1-\ln2)=0.06218\ \text{hartree}.
\]

So \(g\simeq C/s\), and the integral diverges logarithmically at its lower end. Two factors \(1/s^2\) from the interaction and \(1/s\) from the denominator outweigh the two shell thicknesses and the volume element \(s^2ds\).

A finite cell has a smallest transfer. Excluding a sphere with the volume of one reciprocal-lattice cell means \(\frac{4\pi}{3}(s_0R)^3=1\), or \(s_0=(2/N)^{1/3}\). Another cutoff proportional to \(N^{-1/3}\) would change only the constant in

\[
\frac{E_{\rm dir}}{N}=\text{const}-C\ln\frac1{s_0}=\text{const}'-\frac C3\ln N. \tag{2}
\]

The slope is \(C/3=0.0207\) hartree (0.564 eV) per unit of \(\ln N\), or 0.048 hartree for each tenfold increase in \(N\). The growth is slow in \(N\), but not small in energy.

### Exchange does not cancel it

In the exchange term one factor \(v(q)\) is replaced by the interaction at momentum \(\mathbf k_1-\mathbf k_2\), to leading order in \(s\). Relative to the direct term it carries the factor \(-\frac12s^2/|\mathbf k_1-\mathbf k_2|^2\). The holes sit on opposite hemispheres, with components \(x\) and \(-y\) along the transfer, so

\[
|\mathbf k_1-\mathbf k_2|^2=A-B\cos\phi,\quad A=2+2xy,\quad B=2\sqrt{(1-x^2)(1-y^2)} .
\]

The average of \(1/(A-B\cos\phi)\) over \(\phi\) is \(1/\sqrt{A^2-B^2}\). Here \(A^2-B^2=4[(1+xy)^2-(1-x^2)(1-y^2)]=4(x+y)^2\), so the average is \(1/[2(x+y)]\). The remaining integral follows from symmetry and \(y=xt\):

\[
K=\int_0^1\!\!\int_0^1\frac{xy\,dx\,dy}{(x+y)^2}=2\int_0^1x\,dx\int_0^1\frac{t\,dt}{(1+t)^2}=\ln2-\tfrac12 .
\]

With kinetic denominators the exchange-to-direct ratio is therefore \(-\frac{s^2}{4}\frac KI\), which is \(-0.0024\) at \(s=0.1\). The extra \(s^2\) makes the exchange integrand vanish at small \(s\). The same holds with Hartree–Fock denominators. Every term of the exchange sum has the same sign, and the exchange energy \(\varepsilon_x(k)\) derived below rises with \(k\), so in the continuum each denominator is larger than the kinetic one and each term is smaller. In a finite cell this needs the self-interaction term: without it, the gap of the 14-electron cell below is 0.314 hartree, smaller than the kinetic 0.327.

### Hartree–Fock denominators: a slower divergence

Your MP2 uses Hartree–Fock orbital energies, and these change the law. The exchange energy of an orbital is

\[
\varepsilon_x(k)=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}\frac{4\pi}{|\mathbf k-\mathbf k'|^2}
=-\frac{1}{\pi k}\int_0^{k_F}k'\ln\left|\frac{k+k'}{k-k'}\right|dk',
\]

after the angular integration. With \(y\) now denoting \(k/k_F\) and \(t=k'/k_F\), an antiderivative of \(t\ln|\frac{y+t}{y-t}|\) is \(\frac{t^2-y^2}{2}\ln|\frac{y+t}{y-t}|+yt\). Therefore

\[
\varepsilon_x=-\frac{k_F}{\pi}\left[1+\frac{1-y^2}{2y}\ln\left|\frac{1+y}{1-y}\right|\right]
\approx-\frac{k_F}{\pi}\left[1-\delta\ln\frac{2}{|\delta|}\right],\quad \delta=y-1 .
\]

The slope in \(\delta\) grows without bound as \(\delta\to0\), so the Hartree–Fock Fermi velocity diverges. For a particle at \(\delta=b\) and a hole at \(\delta=-a\), exchange adds \(\frac{k_F}{\pi}[a\ln\frac2a+b\ln\frac2b]\) to the excitation energy. Put \(a=sxw\) and \(b=sx(1-w)\), with \(0<w<1\), and add the kinetic part:

\[
\frac{\Delta}{k_F^2}=sx\left[1+\lambda\left(\ln\frac1s+\ell\right)\right],\qquad \lambda=\frac1{\pi k_F},
\]

where \(\ell=\ln\frac2x-w\ln w-(1-w)\ln(1-w)\) does not depend on \(s\). For large \(\ln(1/s)\), \(\ell\) can be replaced by an average \(c\), and

\[
s\,g(s)\simeq\frac{C}{1+\lambda[\ln(1/s)+c]},
\]

\[
\frac{E_{\rm dir}}{N}\simeq\text{const}-\frac C\lambda\ln\left\{1+\lambda\left[\ln\frac1{s_0}+c\right]\right\}. \tag{3}
\]

Since \(\ln(1/s_0)=\frac13\ln(N/2)\), the energy still has no limit, but it falls as \(\ln\ln N\).

At \(r_s=2\), \(\lambda=0.332\). Quadrature over the Fermi-sphere geometry gives \(s\,g=0.0202\) hartree at \(s=0.01\). Then \(C/(s\,g)=3.08\), and \(c=(3.08-1)/0.332-\ln100\approx1.7\). To check (3) far into the asymptotic region, let \(\ln(1/s)\) go from 150 to 300. Quadrature gives a growth of 0.1271 hartree. The leading law \((C/\lambda)\ln2\) gives 0.1299, which drops both the 1 and \(c\) inside the logarithm of (3). Restoring the 1 gives 0.1281, and adding \(c\approx1.7\) as well gives 0.1271.

At practical sizes this curve looks like a straight line in \(\ln N\). Between \(s=0.1\) and \(s=0.01\), which means \(N=2/s^3\) from two thousand to two million, \(s\,g\) falls only from 0.0268 to 0.0202 hartree. Supercell data alone would hardly distinguish \(\ln\ln N\) from a logarithm with a reduced slope.

### Why the sizes you can reach mislead

Here are direct energies per electron from (1), in hartree, with transfers up to \(2k_F\). Larger transfers add a part with a finite limit, because \(g\) falls as \(s^{-4}\) at large \(s\). It is about \(-0.006\) hartree with kinetic and \(-0.005\) hartree with Hartree–Fock denominators; with transfers up to \(5k_F\) your two values become \(-0.0669\) and \(-0.0674\). The occupied Hartree–Fock levels include the periodic self-interaction term, which stands in for the region around \(\mathbf k'=\mathbf k\) that the lattice sum omits.

| \(N\) | kinetic | Hartree–Fock |
|---:|---:|---:|
| 38 | −0.0755 | −0.0430 |
| 54 | −0.0667 | −0.0399 |
| 114 | −0.1182 | −0.0621 |
| 162 | −0.0905 | −0.0526 |
| 246 | −0.1132 | −0.0627 |
| 1478 | −0.1408 | −0.0769 |
| 5938 | −0.1731 | −0.0910 |

Below 1000 electrons, 8 of the 20 steps between successive Hartree–Fock cells go upward, against the trend. The largest such rise, from 114 to 162 electrons, is 0.0095 hartree. The continuum slope \(s\,g/3\) at these sizes is near 0.010 hartree per unit of \(\ln N\), so the drift over that step should be a fall of about \(0.010\ln(162/114)\approx0.004\).

The kinetic step from 38 to 54 electrons is simple enough to follow by hand. Take \(\mathbf q=(1,0,0)\) and sort the occupied points into columns along \(x\). The last point of each column can be excited, with \(\Delta=x_{\max}+\frac12\).

- For \(N=38\), five columns end at \(x=1\) and four at \(x=0\). Thus \(S=\frac{25}{3}+\frac{16}{1}+\frac{2\cdot5\cdot4}{2}=44.3\).
- For \(N=54\), the occupied points form a full \(3\times3\times3\) cube, and all nine columns end at \(x=1\). Thus \(S=\frac{81}{3}=27\).

The larger cell has lost its cheapest excitations at the smallest transfer. The six such transfers contribute \(-6S/(2\pi^4N)\), which is \(-0.036\) hartree for 38 electrons and \(-0.015\) for 54. Larger transfers offset part of this change, and the total rises by 0.009.

Your pair, 114 and 246 electrons, differs by 0.0006 hartree. The expected drift is about \(0.010\ln(246/114)\approx0.008\), so shell noise has hidden a change more than ten times larger than the one you saw. By 5938 electrons the energy is 0.028 hartree below your supposedly converged value.

A long series does reveal the trend. Straight-line fits for \(N>500\) give the slopes below, per unit of \(\ln N\). Shell noise makes them depend on the choice of cells at the level of ten to twenty percent, so closer agreement than that is partly luck.

- Kinetic denominators: \(-0.0205\) hartree, against \(-C/3=-0.0207\).
- Hartree–Fock denominators: \(-0.0090\) hartree, against \(-s\,g/3=-0.0091\) from the continuum at the logarithmic mean size, \(N=1358\).

### What causes it, and where it is absent

Replace \(1/q^2\) by \(1/(q^2+k_F^2)\) in the kinetic sums, leaving everything else alone. The small-\(s\) integrand is multiplied by \(s^4/(s^2+1)^2\) and becomes \(Cs^3\). The fitted slope drops to \(0.00001\) hartree. The drift therefore needs the unscreened long-range interaction. It also needs gapless excitations: with a fixed gap added to every \(\Delta\), the denominator stays finite as \(s\to0\), so \(P\) falls as \(s^2\) instead of \(s\), and \(g\) tends to a constant. This replacement is a diagnostic, not a method for computing the energy.

An insulator lacks the second ingredient. Its bands are full or empty, so every excitation goes to a different band. At equal crystal momentum the periodic parts of two bands are orthogonal, so the matrix element of \(e^{i\mathbf q\cdot\mathbf r}\) between them is of order \(q\). In the electron gas the excitation stays within one band, and the matrix element is 1. Two excitations contribute \(q^4\) after squaring, which cancels the \(q^{-4}\) of \(v^2\), and the denominator stays above twice the gap. The direct MP2 integrand is then finite at small \(q\).

### What this says about CCSD(T)

For 14 electrons in 33 plane-wave orbitals, with \(v(0)=0\) and no self-interaction term, the Hartree–Fock gap is 0.314 hartree. Every MP2 denominator is therefore at least 0.628 hartree and every (T) denominator at least 0.942. The correlation energies of the whole cell are \(-0.534\) hartree for MP2, \(-0.313\) for CCSD and \(-0.021\) for (T), so CCSD(T) gives \(-0.334\). Including the self-interaction term widens the gap to 0.679 hartree and changes MP2 to \(-0.277\) and (T) to \(-0.012\), while the CCSD correlation energy stays at \(-0.313\). The basis is far too small for these to serve as reference energies; they illustrate finiteness.

I have not derived a large-\(N\) law for (T). It depends on how the CCSD doubles amplitudes behave at small momentum transfer, and the MP2 argument does not settle that. A finite CCSD(T) energy in one cell leaves the question open in the same way.

In practice, first establish from the small-\(q\) behaviour of the method whether a limit exists. If it does, extrapolate over a series long enough for the trend to exceed the shell noise. If it does not, as for MP2 here, no cell size gives a converged energy. The numerical output below lists further sizes.

## Table of computed values

```
r_s = 2.0 bohr, k_F = 0.95958 1/bohr, lambda = 0.33172
C = 0.062181 Ha; quadrature at s=1e-6: 0.062181 Ha
C/3 = 0.020727 Ha = 0.5640 eV per unit of ln N
kinetic growth per tenfold N: 0.04773 Ha
lambda from s*g at s=e^-150, e^-300: 0.33172
HF growth, ln(1/s) 150 to 300: 0.12706 Ha
  leading law (C/lambda) ln 2: 0.12993 Ha
s=0.30: s*g kinetic 0.06104, HF 0.03128 Ha
s=0.10: s*g kinetic 0.06205, HF 0.02679 Ha
s=0.03: s*g kinetic 0.06217, HF 0.02289 Ha
s=0.01: s*g kinetic 0.06218, HF 0.02018 Ha
exchange/direct ratio at s=0.1: -0.002360
Direct MP2 per electron, q <= 2 k_F (N, kinetic Ha, HF Ha):
     14  -0.06743  -0.03802
     38  -0.07545  -0.04302
     54  -0.06674  -0.03992
     66  -0.08807  -0.04972
    114  -0.11823  -0.06213
    162  -0.09049  -0.05263
    186  -0.10314  -0.05798
    246  -0.11323  -0.06273
    294  -0.12698  -0.06802
    342  -0.11294  -0.06340
    358  -0.11351  -0.06360
    406  -0.13013  -0.06986
   1478  -0.14077  -0.07691
   3486  -0.16448  -0.08716
   5938  -0.17310  -0.09101
largest kinetic cell: N=15618, -0.19675 Ha
kinetic: 9 of 20 steps below N=1000 go upward
  largest rise N=114 to 162: 0.02774 Ha
HF: 8 of 20 steps below N=1000 go upward
  largest rise N=114 to 162: 0.00950 Ha
HF accidental agreement: N=114 and 246
  energies -0.06213 and -0.06273 Ha
fitted slope per ln N, N>500, kinetic: -0.02054 Ha
fitted slope, screened interaction: 0.00001 Ha
fitted slope, HF: -0.00898 Ha
continuum HF slope at N=1358, s=0.1138: -0.00909 Ha
14 electrons, 33 orbitals, L = 7.7703 bohr, v(0)=0:
  HF gap 0.31396 Ha
  direct MP2: orbitals -0.777058, lattice -0.777058 Ha
  total MP2 -0.533748 Ha, CCSD -0.313408 Ha
  (T) -0.020718 Ha, CCSD(T) -0.334127 Ha
```
